# A self-heated cryogenic transistor when its bath warms

## The problem

A silicon nanowire transistor hangs freely in vacuum, with side gates across a gap. Its heat leaves through two equal silicon leads, one on the source side and one on the drain side, which end on a large cold bath. With the bath at $T_b=4$ K the channel sits at $T_c=20$ K. Both are absolute temperatures, so the channel is 16 K hotter than the bath. "Channel temperature" means the temperature of the lattice there.

Each lead has length $L=2000$ nm and a square section of width 100 nm, hence area $A=10^{-14}$ m². Phonons are scattered by the rough side walls, with a mean free path $\Lambda=100$ nm that depends on neither frequency nor temperature. All three acoustic branches are given the same sound speed $v=6000$ m/s. These are rough typical values for an etched silicon wire.

The state is steady, the bath is isothermal, and no heat leaves through the side walls.

(a) Show that the conductivity has the form $k=aT^3$, and find $a$.

(b) Relate the power to $T_c$ and $T_b$, and find the power that holds the channel at 20 K.

(c) The bath now rises to 10 K while the power is held fixed. By how much does the channel warm? Compare with a lead of constant conductivity.

(d) Does the answer depend on the shape of the leads, on a variation of $a$ from place to place, or on heat released along the leads?

(e) Explain the size of the answer physically, and say how steady the power must be for the effect of the bath to be seen.

(f) Which properties of real silicon leads change the answer, and by how much?

## Hints

1. For (a), add up the heat carried by all phonon modes. A mode contributes its heat capacity, times the square of its velocity along the lead, times its scattering time. Then measure frequency in units of $k_BT/\hbar$.
2. For (b), the heat current is the same at every section of a lead. Separate the variables in Fourier's law before integrating.
3. For (c), ask which combination of $T_c$ and $T_b$ the power fixes.
4. For (d), look for a function of $T$ whose gradient is proportional to $T^3\nabla T$.
5. For (e), find how much of the lead lies between 4 K and 10 K at the start.
6. For (f), write the condition of fixed power as an equality of two integrals of $k(T)$, valid for any $k(T)$.

## Full solution

### (a) The cubic law

Let $n=1/(e^{\hbar\omega/k_BT}-1)$ be the Bose occupation. A mode with group velocity $v_g$ at angle $\theta$ to the lead and scattering time $\tau$ contributes $\hbar\omega\,(\partial n/\partial T)\,v_g^2\cos^2\theta\,\tau$ to the conductivity, per unit volume. Put $v_g\tau=\Lambda$. The average of $\cos^2\theta$ over directions is $1/3$, and the number of modes per volume and branch is $q^2dq/(2\pi^2)$. With three equal branches,

$$k=3\cdot\frac{\Lambda}{3}\int \frac{q^2}{2\pi^2}\,\hbar\omega\frac{\partial n}{\partial T}\,v_g\,dq
=\Lambda\int\frac{q^2}{2\pi^2}\,\hbar\omega\frac{\partial n}{\partial T}\,d\omega ,$$

because $v_g\,dq=d\omega$. Now take $q=\omega/v$ and $x=\hbar\omega/k_BT$. Differentiating $n$ gives

$$\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2},$$

while $q^2d\omega=(k_BT/\hbar)^3x^2dx/v^2$. Therefore

$$k=\frac{\Lambda k_B}{2\pi^2v^2}\left(\frac{k_BT}{\hbar}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx .$$

The upper limit may be set to infinity when $k_BT$ is well below the highest phonon energies. Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx$. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ gives $4\sum_m 6/m^4=24\,\pi^4/90=4\pi^4/15$. Hence

$$k=aT^3,\qquad a=\frac{2\pi^2k_B^4\Lambda}{15\,\hbar^3v^2}.$$

The cube is that of the low-temperature heat capacity, since $v$ and $\Lambda$ do not change with temperature. For the given lead $a=1.13\times10^{-4}$ W/m/K⁴. The conductivity is 0.00725 W/m/K at 4 K, 0.113 W/m/K at 10 K and 0.906 W/m/K at 20 K.

### (b) Power and temperature

Let $s$ be the distance from the bath. Each lead carries half the power $P$, and for now all of it enters at the channel. Heat flows towards the bath, so with $T$ increasing along $s$

$$\frac{P}{2A}=aT^3\frac{dT}{ds}.$$

The left side is constant. Integrating from $s=0$, where $T=T_b$, to $s=L$, where $T=T_c$,

$$\frac{PL}{2A}=\int_{T_b}^{T_c}aT^3\,dT=\frac a4\left(T_c^4-T_b^4\right),
\qquad P=\frac{aA}{2L}\left(T_c^4-T_b^4\right).$$

Here $T_c^4-T_b^4=160000-256=159744$ K⁴, so

$$P=\frac{1.13\times10^{-4}\times10^{-14}}{2\times2\times10^{-6}}\times159744\ \text{W}\approx 45\ \text{nW}.$$

At a drain bias of 50 mV this is a current of about 0.9 µA.

### (c) The warmer bath

At fixed power, $T_c^4-T_b^4$ is fixed. The new channel temperature $T_c'$ obeys $T_c'^4-10^4=20^4-4^4$ in units of K⁴, so

$$T_c'^4=160000+(10000-256)=160000+9744=169744\ \text{K}^4 .$$

Two square roots give $\sqrt{169744}=412$ and $\sqrt{412}=20.298$. The channel goes from 20 K to 20.298 K: **it warms by about 0.3 K when the bath warms by 6 K**.

With constant conductivity, the same integration gives $PL/(2A)=k(T_c-T_b)$. The difference $T_c-T_b$ would then be fixed, and the channel would warm by the full 6 K.

A hand estimate follows from the tangent. Since $T_c$ is the fourth root of $T_c^4$, and the fourth root is a concave function, its tangent lies above it:

$$T_c'-T_c<\frac{9744}{4T_c^3}=\frac{9744}{4\times8000}\ \text{K}\approx0.304\ \text{K}.$$

The bound lies close to the answer because 9744 is small beside 160000.

### (d) Shape, nonuniform leads and distributed heat

Let the coefficient $a(\mathbf r)>0$ vary in space, and let $g(\mathbf r)$ be the heat released per volume. Energy balance reads

$$\nabla\cdot\left(aT^3\nabla T\right)=-g .$$

Define $u=T^4-T_b^4$. As $T_b$ is a constant, $\nabla u=4T^3\nabla T$, and the equation becomes linear:

$$\nabla\cdot(a\nabla u)=-4g .$$

At the bath $u=0$. On an insulated surface the normal derivative of $T$ vanishes, and so does that of $u$. The bath temperature has dropped out of the whole problem for $u$.

It remains to show that $u$ is unique. The difference $w$ of two solutions satisfies $\nabla\cdot(a\nabla w)=0$ with the same boundary conditions. Multiply by $w$ and integrate by parts. The surface terms vanish, which leaves $\int a|\nabla w|^2dV=0$. So $w$ is constant, and it is zero because it vanishes at the bath. Thus $T^4-T_b^4$ at every point is set by $a$, the geometry and the sources. Any point that starts at 20 K ends at 20.298 K, whatever the shape. The conditions are one isothermal bath, the same cubic law everywhere, and sources fixed in strength and place.

This covers the Joule heat of the leads. With a rough resistivity of 2 mΩ cm each lead has 4 kΩ, and the two together take 14.5 % of the bias and hence of the power. If this fraction $f$ is released evenly along the leads, the current of heat through one lead at distance $s$ from the bath is $\tfrac P2[(1-f)+f(1-s/L)]$. Its integral over the lead is $\tfrac{PL}2(1-f/2)$. At given total power $T_c^4-T_b^4$ is therefore lower by $f/2$, about 7 %. For a channel that starts at 20 K, the rise in (c) is unchanged.

The general statement was tested on a square plate cooled along one edge, with $a$ varying across it, 80 % of the heat in a small block and 20 % spread evenly. The heat equation was solved for $T$ itself on $40\times40$ cells. The hottest cell came out at 20.013 K with the 4 K bath and 20.299 K with the 10 K bath, a rise of 0.286 K. The test allowed a departure of 0.02 K from 0.298 K. The shortfall of 0.012 K comes almost wholly from the first of the two peaks, which should be 20 K. Between neighbouring temperatures $T_1$ and $T_2$, the calculation uses the conductivity at their mean. Its ratio to the true average conductivity is $(T_1+T_2)^2/[2(T_1^2+T_2^2)]\le1$, which is furthest from one where the relative temperature step is largest, beside the 4 K edge. The plate there conducts slightly too poorly, and the peak is slightly too hot.

### (e) Why the rise is small

In a uniform lead heated at its end, $T^4$ is linear in $s$. At the start, the part of the lead between 4 K and 10 K has the length

$$\frac{10^4-4^4}{20^4-4^4}\,L=\frac{9744}{159744}\,L=0.061\,L\approx122\ \text{nm}.$$

So 6 K of the 16 K difference falls across the coldest 6 % of the lead, where the conductivity is lowest. A bath at 10 K makes this cold piece unnecessary. If the lead were shortened by 6.1 %, the channel would stay at 20 K. The lead keeps its length, so in effect 122 nm is added at the hot end instead. There the conductivity is about 0.9 W/m/K, and the same heat current needs a difference of 0.3 K.

The temperatures halfway along the lead show the same thing. The midpoint is at 16.82 K with the cold bath and at 17.31 K with the warm one. In the first case, the half next to the bath takes 12.8 K and the half next to the channel takes 3.2 K.

For a small change of the bath, differentiate $T_c^4-T_b^4=\text{const}$:

$$4T_c^3\,dT_c-4T_b^3\,dT_b=0,\qquad \frac{dT_c}{dT_b}=\left(\frac{T_b}{T_c}\right)^3 .$$

This slope is 0.008 at the 4 K bath and 0.12 at the 10 K bath, so most of the 0.3 K is gained near the end of the warming. Two limits follow. When $T_b\ll T_c$ the channel hardly notices the bath, and $T_c\propto P^{1/4}$. When the power is so low that $T_c$ is close to $T_b$, the slope tends to one and the channel follows the bath. A small rise thus needs two things: a conductivity that climbs steeply with temperature, and a strongly self-heated channel.

The thermal resistance $(T_c-T_b)/P$ falls from 0.354 K/nW to 0.228 K/nW. A value measured at one bath temperature therefore cannot be carried over to another, even at the same power.

The power enters through the same fourth power. With the bath kept at 4 K, a power increase of $9744/159744=6.1$ % also raises $T_c^4$ by 9744 K⁴ and gives the same 0.3 K. A drift of 1 % gives 0.05 K. To see the effect of the bath, the power must be steady to much better than 6 %. Fixed voltages do not guarantee this, because the current of a transistor may change with temperature; the product of current and voltage has to be held.

### (f) Real silicon leads

For any $k(T)$ in a uniform lead heated at its end, fixed power means $\int_{4}^{20}k\,dT=\int_{10}^{T_c'}k\,dT$, with the limits in kelvin. Removing the common part from 10 K to 20 K gives

$$\int_{20}^{T_c'}k\,dT=\int_{4}^{10}k\,dT .$$

The rise is therefore roughly the heat integral from 4 K to 10 K divided by the conductivity at 20 K. Whatever multiplies the conductivity by a larger factor at the cold end than at the hot end increases the rise. In each case below the channel again starts at an absolute temperature of 20 K, with the bath at 4 K, and the power needed for that is then held fixed.

**Partly specular walls.** The dominant phonon wavelength is 18.8 nm at 4 K and 3.76 nm at 20 K. Long waves are partly reflected as by a mirror, with probability $p=e^{-4q^2\eta^2}$ at normal incidence on a wall of roughness $\eta$. If this value is used for all directions, their mean free path grows to $\Lambda(1+p)/(1-p)$. With a rough value $\eta=2$ nm this favours the cold end, and the rise becomes 0.373 K.

**Electronic heat.** Doped leads also conduct heat by electrons. This gives 0.343 K, as worked out in Variation 2.

**Bending of the phonon branches.** Near the edge of the zone the transverse branches flatten, which puts more modes at high frequency and favours the hot end. Take $\omega=\omega_m\sin(vq/\omega_m)$ for all branches, with a rough zone-edge frequency $\omega_m/2\pi=4.5$ THz, which corresponds to $\hbar\omega_m/k_B=216$ K, and no modes above it. The rise becomes 0.279 K. Other simple forms for the silicon branches give 0.25 to 0.29 K, and 0.35 to 0.41 K for the combined value below, so only the first digit is firm.

With all three effects together the rise is 0.388 K. The value 0.298 K thus belongs to the pure cubic law, and about 0.4 K to this simple model of a doped wire with a roughness of 2 nm. This figure is sensitive to the roughness. With $\eta=1$ nm it becomes 0.5 to 0.7 K, depending on whether the length of the lead also limits the phonon paths. It is as sensitive to the treatment of the walls. Phonons that graze a wall are reflected as by a mirror more often, with $p=e^{-4q^2\eta^2\cos^2\vartheta}$ at angle $\vartheta$ to the normal. With this form, in a round wire whose phonon paths are limited to between 1.5 and 11 µm, the three effects give 0.55 to 0.7 K for $\eta=2$ nm and 0.6 to 0.8 K for $\eta=1$ nm. All these values are far below 6 K. Scattering inside the doped silicon is left out of these figures. If its mean free path were the same at all frequencies, a rough bulk conductivity of 100 W/m/K at 20 K would lower the lead's conductivity there by only 0.9 %. Scattering by dopants and defects can grow steeply with frequency. The loss is then larger and falls mainly on the hot end, which increases the rise. Free carriers act the other way: they scatter only phonons with $q$ below about twice the Fermi wavevector, roughly $10^9$ m⁻¹ at this doping, and these are the phonons that dominate at the cold end. That loss lowers the rise, so the net sign of the omitted scattering is not settled here.

The example belongs to suspended wires run at tens of nanowatts, a low power for a transistor. Since $T_c\propto P^{1/4}$ for a cold bath, sixteen times the power would bring the cubic law to about 40 K, where the bending of the branches matters more. A wire lying on oxide is outside the model: the oxide opens a second path whose conductivity does not follow $T^3$ in this range, and its effect is not estimated here. The electrons in the channel are hotter than the lattice, so a thermometer that senses them need not read $T_c$.

## Variation 1: phonons that cross the cold end without scattering

*The cold 122 nm found in (e) is hardly longer than the mean free path of 100 nm, so Fourier's law is doubtful there. Add the resistance of the lead's ends, set by phonon emission. What changes?*

An isotropic phonon gas of energy density $U$ sends a flux $vU/4$ through a plane. With three branches,

$$\frac{vU}{4}=\frac v4\cdot3\int_0^\infty\frac{\omega^2}{2\pi^2v^3}\,\hbar\omega\,n\,d\omega
=\frac{3\hbar}{8\pi^2v^2}\left(\frac{k_BT}{\hbar}\right)^4\frac{\pi^4}{15}
=\frac{\pi^2k_B^4}{40\,\hbar^3v^2}\,T^4=\frac{3a}{16\Lambda}\,T^4 ,$$

where the last step uses $a$ from (a). A very short lead, which phonons cross without scattering, carries the difference between the fluxes emitted by the channel and by the bath. This sets the resistance of its two ends together. For a longer lead, put this resistance in series with that of Fourier's law. Let $j$ be the heat flux, and let $T_1$ divide the total difference of fourth powers between the two resistances. It is an auxiliary quantity, not the temperature at a particular place. Then

$$j=\frac{3a}{16\Lambda}\left(T_1^4-T_b^4\right),\qquad j=\frac{a}{4L}\left(T_c^4-T_1^4\right).$$

Solve each for its difference of fourth powers and add, which removes $T_1$:

$$T_c^4-T_b^4=\frac{4Lj}{a}+\frac{16\Lambda j}{3a}=\frac{4Lj}{a}\left(1+\frac{4\Lambda}{3L}\right).$$

The power that holds 20 K is multiplied by $1/(1+4\Lambda/3L)=1/(1+0.067)=0.938$ and falls to about 42 nW. The difference $T_c^4-T_b^4$ is still fixed by the power, so the rise stays at 0.298 K. Adding the two resistances interpolates between a long lead and a very short one, for which $j$ becomes the pure emission flux. The factor 0.938 is therefore an estimate, and it counts both ends. By symmetry the cold end alone has half of the added resistance, which gives $1/(1+2\Lambda/3L)=0.968$. The interpolation suits scattering spread through the volume. For scattering at diffuse walls it is too mild, because long flights along the axis are cut off by the ends: tracing rays through a square wire 20 widths long gives a factor of about 0.89, where the series formula gives 0.93 for the same wire. The unchanged rise follows in either case from the fourth power in both laws.

## Variation 2: electrons share the heat

*The leads have the resistivity $\rho=2$ mΩ cm, independent of temperature. Include the electronic conductivity of the Wiedemann–Franz law and repeat (c).*

The law gives $k_e=\mathcal L T/\rho$ with $\mathcal L=\tfrac{\pi^2}{3}(k_B/e)^2$, which is 0.00489 W/m/K at 4 K and 0.0244 W/m/K at 20 K. Beside the phonon values in (a) this is about two thirds at the cold end, but less than 3 % at the hot end. The heat integral is now

$$\int\left(aT^3+\frac{\mathcal L}{\rho}T\right)dT=\frac a4\left(T^4+bT^2\right),\qquad b=\frac{2\mathcal L}{\rho a},$$

so fixed power fixes the difference of $T^4+bT^2$ between channel and bath. The ratio of the two conductivities is $k_e/(aT^3)=\mathcal L/(\rho aT^2)=b/(2T^2)$. At 20 K this gives $b=2\times400\times0.0244/0.906\approx21.5$ K². With $y=T_c'^2$ in K²,

$$y^2+21.5\,y=160000+21.5\times400+9744+21.5\times(100-16)=180150 .$$

The positive root is $y=-10.75+\sqrt{10.75^2+180150}=413.8$, so $T_c'=20.343$ K and the rise is 0.343 K. Electrons supply a path where the phonons conduct worst. This weakens the cold bottleneck from the start, so the channel responds more to the bath.

The values used in this sheet are listed in the numerical output below.

## Calculated quantities

```
Bath before: 4 K
Bath after: 10 K
Channel before: 20 K
Added fourth power: 9744 K^4
Channel minus bath fourth powers: 159744 K^4
New channel fourth power: 169744 K^4
Channel after: 20.298 K
Channel rise: 0.298 K
Linear estimate of rise: 0.304 K
Rise for constant conductivity: 6 K
Slope dTc/dTb at 4 K bath: 0.008 (no unit)
Slope dTc/dTb at 10 K bath: 0.12 (no unit)
Power increase giving same rise: 6.1 %
Rise for 1% more power: 0.05 K
Wire width: 100 nm
Phonon mean free path: 100 nm
Lead length: 2000 nm
Sound speed: 6000 m/s
Coefficient a: 0.000113 W/m/K^4
Phonon conductivity at 4 K: 0.00725 W/m/K
Phonon conductivity at 10 K: 0.113 W/m/K
Phonon conductivity at 20 K: 0.906 W/m/K
Power, both leads: 45.2 nW
Thermal resistance, 4 K bath: 0.354 K/nW
Thermal resistance, 10 K bath: 0.228 K/nW
Mid-lead temperature, 4 K bath: 16.82 K
Mid-lead temperature, 10 K bath: 17.31 K
Plate test, peak with 4 K bath: 20.013 K
Plate test, peak with 10 K bath: 20.299 K
Plate test, rise: 0.286 K
Power factor from ballistic ends: 0.938 (no unit)
Drain bias: 50 mV
Drain current: 0.905 uA
Lead resistivity: 2 mohm cm
Resistance of one lead: 4 kohm
Joule share of power in both leads: 14.5 %
Electronic conductivity at 4 K: 0.00489 W/m/K
Electronic conductivity at 20 K: 0.0244 W/m/K
Rise with electronic heat: 0.343 K
Transverse zone-edge temperature: 216 K
Rise with bent phonon branch: 0.279 K
Wall roughness: 2 nm
Dominant phonon wavelength at 4 K: 18.8 nm
Dominant phonon wavelength at 20 K: 3.76 nm
Rise with partly specular walls: 0.373 K
Rise with these three effects: 0.388 K
Bulk doped conductivity at 20 K: 100 W/m/K
Conductivity loss by bulk scattering: 0.9 %
```
